\section*{Mean-square axial step between diffuse wall collisions in a circular tube}

\section{What is being averaged}

\textbf{Q.} A precursor molecule rattles down a narrow hole in a deposition reactor. You want one number for its progress along the axis per wall collision. What must be assumed before that number exists?

\textbf{A.} The tube is infinite, straight and circular, with diameter $d$. Between wall collisions the molecule flies freely, without meeting other molecules, and it does not move along the surface. Every wall collision is diffuse: the outgoing direction keeps no memory of the incoming one and follows the cosine law. Let $z$ be the signed axial displacement from one collision to the next. I want $\langle z^2\rangle$; by symmetry $\langle z\rangle=0$.

\textbf{Q.} Why the cosine law? A wall that forgets might emit equally in all directions.

\textbf{A.} Consider a gas in equilibrium with the wall. Its velocities are isotropic, but the rate at which molecules of speed $v$ strike a wall element is proportional to their normal velocity $v u_n$, where $u_n$ is the direction component along the normal. The molecules leaving must balance those arriving, direction by direction. If the outgoing distribution is independent of the incoming one, it must therefore carry the factor $u_n$. Over the inward hemisphere
\begin{equation}
\int u_n\,d\Omega=2\pi\int_0^{1}u_n\,du_n=\pi ,
\qquad\text{so}\qquad dP=\frac{u_n}{\pi}\,d\Omega .
\end{equation}

\section{The flight and its average}

\textbf{Q.} How far does a molecule go in a given direction?

\textbf{A.} Let $u_n,u_t,u_z$ be the components of the unit direction along the inward normal, the circumference and the axis. In the cross-section the molecule starts at distance $d/2$ from the centre. After a path $s$ it is at the wall again when
\begin{equation}
\Big(\frac d2-su_n\Big)^2+s^2u_t^2=\frac{d^2}{4}
\;\Rightarrow\; s^2(u_n^2+u_t^2)=s\,d\,u_n
\;\Rightarrow\; s=\frac{d\,u_n}{u_n^2+u_t^2}.
\end{equation}
The discarded root $s=0$ is the starting point. Now let $\alpha\in(0,\pi)$ be the angle to the axis and $\varphi\in(-\pi/2,\pi/2)$ the angle from the normal within the cross-section:
\begin{equation}
u_z=\cos\alpha,\quad u_n=\sin\alpha\cos\varphi,\quad u_t=\sin\alpha\sin\varphi .
\end{equation}
Then $u_n^2+u_t^2=\sin^2\alpha$, and
\begin{equation}
s=\frac{d\cos\varphi}{\sin\alpha},\qquad z=su_z=d\cos\varphi\cot\alpha .
\end{equation}
With $d\Omega=\sin\alpha\,d\alpha\,d\varphi$ the probability becomes
\begin{equation}
dP=\frac1\pi\,\sin^2\!\alpha\,\cos\varphi\;d\alpha\,d\varphi .
\label{dP}
\end{equation}

\textbf{Q.} The cotangent blows up along the axis. Its square should worry you.

\textbf{A.} The factor $\sin^2\alpha$ in \eqref{dP} cancels it. One sine comes from the solid angle and the other from the cosine law:
\begin{align}
\langle z^2\rangle
&=\frac{d^2}{\pi}\int_0^\pi\cot^2\!\alpha\,\sin^2\!\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\!\varphi\,d\varphi\nonumber\\
&=\frac{d^2}{\pi}\int_0^\pi\cos^2\!\alpha\,d\alpha\int_{-1}^{1}(1-q^2)\,dq
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac23\,d^2 ,
\label{main}
\end{align}
with $q=\sin\varphi$. Speed never entered, so any speed distribution gives the same value. Quadrature over the hemisphere, in polar coordinates about the wall normal instead of the tube axis, gives $0.6666667\,d^2$.

\textbf{Q.} So the cosine law matters for more than the prefactor?

\textbf{A.} It decides whether there is a finite answer. For isotropic emission, $dP=d\Omega/2\pi$, one sine is missing:
\begin{equation}
\langle z^2\rangle_{\rm iso}=\frac{d^2}{2\pi}\int_0^\pi\frac{\cos^2\alpha}{\sin\alpha}\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\!\varphi\,d\varphi
=\frac{d^2}{4}\int_0^\pi\frac{\cos^2\alpha}{\sin\alpha}\,d\alpha=\infty .
\end{equation}
Near each end of the range the integrand is the inverse of the angle to the axis. Directions between $10^{-6}$ and $10^{-3}$ rad from the axis, both ends counted, thus add $\frac12d^2\ln 1000=3.454\,d^2$, and direct quadrature confirms this.

\section{Long flights}

\textbf{Q.} Even with the cosine law, are rare long flights harmless?

\textbf{A.} Not for sampling. We need the whole distribution. Put $x=z/d>0$. At fixed $\varphi$, the displacement exceeds $x$ when $\alpha<\alpha_*$, where $\cot\alpha_*=x/\cos\varphi$. Differentiating this relation gives $|d\alpha_*/dx|=\sin^2\!\alpha_*/\cos\varphi$, while $\sin^2\!\alpha_*=\cos^2\!\varphi/(\cos^2\!\varphi+x^2)$. The density of $x$ is therefore
\begin{equation}
p(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\varphi\,\sin^2\!\alpha_*\Big|\frac{d\alpha_*}{dx}\Big|d\varphi
=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\frac{\cos^4\!\varphi\;d\varphi}{(\cos^2\!\varphi+x^2)^2}.
\label{pint}
\end{equation}
Write $\cos^2\!\varphi=(\cos^2\!\varphi+x^2)-x^2$ in the numerator and square. With $A=x^2$ two integrals are needed. The substitution $t=\tan\varphi$ gives the first, and $-d/dA$ of it gives the second:
\begin{align}
J_1&=\int\frac{d\varphi}{\cos^2\!\varphi+A}=\int_{-\infty}^{\infty}\frac{dt}{1+A+At^2}=\frac{\pi}{\sqrt{A(1+A)}},\\
J_2&=\int\frac{d\varphi}{(\cos^2\!\varphi+A)^2}=\frac{\pi(1+2A)}{2[A(1+A)]^{3/2}} .
\end{align}
With $w=\sqrt{1+x^2}$,
\begin{equation}
p=1-\frac{2x^2J_1}{\pi}+\frac{x^4J_2}{\pi}
=1-\frac{2x}{w}+\frac{x(1+2x^2)}{2w^3}
=1-\frac{2x^3+3x}{2w^3}.
\end{equation}
The one-sided tail is
\begin{equation}
T(x)=\int_x^\infty p\,dx'=w-\frac1{2w}-x .
\end{equation}
Indeed $T'=x/w+x/(2w^3)-1=-p$ and $T(\infty)=0$. Also $T(0)=\frac12$, as symmetry demands. In 32 million traced flights, $|z|>d/2$ occurred with frequency $0.341735$, against $2T(\tfrac12)=0.341641$; the binomial standard error is $0.00008$.

For large $x$, \eqref{pint} gives $p\to\frac{1}{\pi x^4}\cdot\frac{3\pi}{8}=3/(8x^4)$. The second moment converges, but $\langle|z|^3\rangle$ diverges logarithmically. Flights longer than $Xd$, with $X\gg1$, carry
\begin{equation}
2\int_X^\infty x^2\,\frac{3}{8x^4}\,dx=\frac{3}{4X}
\label{rest}
\end{equation}
of $\langle z^2\rangle/d^2$, which is a fraction $9/(8X)$ of the total.

\textbf{Q.} What does that do to a particle simulation?

\textbf{A.} The average of $z^2$ over $N$ flights converges, but its variance is infinite because $\langle z^4\rangle$ is. For large $x$ the two-sided tail is $2T\simeq1/(4x^3)$, so the largest $x$ among $N$ flights is of order $N^{1/3}$. Its square, divided by $N$, shifts the average by order $N^{2/3}/N=N^{-1/3}$. The other flights, cut off at $x\sim N^{1/3}$, have a variance of order $\int^{N^{1/3}}x^4x^{-4}dx\sim N^{1/3}$ each; their average scatters by $\sqrt{N^{1/3}/N}=N^{-1/3}$ too.

Going from batches of 1000 flights to batches of 64000 reduced the interquartile spread from $0.1418\,d^2$ to $0.0397\,d^2$, an exponent of $-0.306$. This is near $-1/3$ and far from the $-1/2$ of a finite variance. I have not separated sampling noise from finite-batch effects in the remaining difference.

\textbf{Q.} Can that be cured without cutting off the tail?

\textbf{A.} Yes. Draw $\alpha$ uniformly on $(0,\pi)$, with density $1/\pi$, and keep the density $\frac12\cos\varphi$ for $\varphi$. Since \eqref{dP} gives $\alpha$ the density $(2/\pi)\sin^2\!\alpha$, each sample needs the weight $2\sin^2\!\alpha$. The weighted quantity is
\begin{equation}
Y=2\sin^2\!\alpha\;z^2=2d^2\cos^2\!\alpha\cos^2\!\varphi ,
\end{equation}
which is bounded. Its mean is $2d^2\cdot\frac12\cdot\frac23=\frac23d^2$. Under this sampling $\langle\cos^4\!\alpha\rangle=\frac38$ and $\langle\cos^4\!\varphi\rangle=\frac12\int_{-1}^{1}(1-q^2)^2dq=\frac{8}{15}$, so
\begin{equation}
{\rm var}\,Y=d^4\Big(4\cdot\frac38\cdot\frac8{15}-\frac49\Big)=\frac{16}{45}\,d^4 .
\end{equation}
One million samples gave $0.66670\,d^2$ with standard error $0.00060\,d^2$.

\section{From step to diffusion}

\textbf{Q.} Does one step determine the diffusion coefficient?

\textbf{A.} It does with the mean flight time. All wall points are equivalent and emission ignores arrival, so successive steps are independent and their mean squares add. The mean path is
\begin{equation}
\langle s\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\!\varphi\,d\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d .
\end{equation}
For a wall at temperature $T_w$, measured as an energy in atomic units, speeds leaving the wall have density proportional to $v^3e^{-mv^2/2T_w}$; the extra power of $v$ is again the flux factor. Hence
\begin{equation}
\Big\langle\frac1v\Big\rangle=\frac{\int_0^\infty v^2e^{-mv^2/2T_w}dv}{\int_0^\infty v^3e^{-mv^2/2T_w}dv}=\frac1{\bar v},
\qquad \bar v=\sqrt{\frac{8T_w}{\pi m}},
\end{equation}
where $\bar v$ is the mean speed in the gas. Direction and speed are independent at emission, so $\langle\tau\rangle=\langle s\rangle\langle1/v\rangle=d/\bar v$ and
\begin{equation}
D=\frac{\langle z^2\rangle}{2\langle\tau\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.
\label{D}
\end{equation}

\textbf{Q.} Long flights also take long times. I distrust dividing the two averages.

\textbf{A.} Then avoid counting flights. Use $D=\int_0^\infty\langle v_z(0)v_z(t)\rangle dt$ for a molecule in the equilibrium gas. Its $v_z$ is constant until the wall, after a distance $\ell$; after a diffuse collision the mean of $v_z$ is zero. Thus $D=\langle v_z^2\,\ell/v\rangle=\bar v\langle u_z^2\ell\rangle$, averaged over uniform interior points and isotropic directions. Write $\ell=\ell_\perp/\sin\alpha$, where $\ell_\perp$ is the projected distance. For parallel chords of length $c=\sqrt{d^2-4h^2}$ at offset $h$,
\begin{equation}
\langle\ell_\perp\rangle=\frac{4}{\pi d^2}\int_{-d/2}^{d/2}\!dh\int_0^{c}\!\ell'\,d\ell'
=\frac{4}{\pi d^2}\int_{-d/2}^{d/2}\frac{d^2-4h^2}{2}\,dh
=\frac{4}{\pi d^2}\cdot\frac{d^3}{3}=\frac{4d}{3\pi}.
\end{equation}
The axial factor is $\frac12\int_0^\pi(\cos^2\!\alpha/\sin\alpha)\sin\alpha\,d\alpha=\pi/4$. The product is $d/3$, in agreement with \eqref{D}.

\textbf{Q.} What if some collisions are specular?

\textbf{A.} A single flight still obeys \eqref{main}, but successive flights are no longer independent, so their mean squares no longer simply add. A chord of a circle meets the wall at equal angles at both ends. Specular reflection reverses the normal component there and keeps $u_t$ and $u_z$, so the next flight has the same $s$ and the same $z$. If each collision is diffuse with probability $f$, the number $n$ of equal flights has probability $f(1-f)^{n-1}$. With $r=1-f$,
\begin{equation}
\langle n\rangle=f\sum_n nr^{n-1}=\frac{f}{(1-r)^2}=\frac1f,\qquad
\langle n^2\rangle=f\frac{d}{dr}\frac{r}{(1-r)^2}=\frac{f(1+r)}{(1-r)^3}=\frac{2-f}{f^2}.
\end{equation}
The mean square between diffuse collisions is $\frac23d^2(2-f)/f^2$. The elapsed time grows by $1/f$, so $D$ is multiplied by $(2-f)/f$.

\section{A hole in a deposition process}

\textbf{Q.} Put numbers on it.

\textbf{A.} Take trimethylaluminium, of mass 72.09 u, in a hole 100 nm wide and 5000 nm deep at 500 K. Then $\langle z^2\rangle=\frac23(100\ {\rm nm})^2=6666.7\ {\rm nm^2}$, an rms step of 81.65 nm, or 816.5 \AA. The mean speed is 383.2 m/s, the mean flight lasts $100\ {\rm nm}/\bar v=0.2610$ ns, and
\begin{equation}
D=\frac{6666.7\ {\rm nm^2}}{2\times0.2610\ {\rm ns}}=0.1277\ {\rm cm^2/s}.
\end{equation}
An rms displacement equal to the depth takes $5000^2/6666.7=3750$ steps, and $(5000\ {\rm nm})^2/2D=0.98\ \mu$s. That is the time for this rms displacement in a long tube with unreactive walls. It is neither the mean time of a completed crossing nor the time needed to coat the walls.

\textbf{Q.} A real hole has ends.

\textbf{A.} By \eqref{rest} with $X=50$, flights longer than the depth carry 2.25\% of $\langle z^2\rangle$. For a tube of this length open at both ends, compare transmission probabilities. Diffusion gives the flux $Dn/L$ for a density $n$ at the entrance, against an incident flux $n\bar v/4$, hence a ratio $4D/(\bar vL)=4d/(3L)=0.02667$.

To include the ends, let $\eta(\zeta)$ be the probability that a molecule leaving the wall at depth $\zeta$ finally exits at $L$. With lengths in units of $d$,
\begin{equation}
\eta(\zeta)=T(L-\zeta)+\int_0^Lp(|\zeta-\zeta'|)\,\eta(\zeta')\,d\zeta' .
\end{equation}
In equilibrium the flux from the entrance disk to a wall ring equals the reverse flux: $\frac\pi4h(\zeta)d\zeta=\pi T(\zeta)d\zeta$. The first-hit density is thus $h=4T$, and the transmission is $\int_L^\infty h\,d\zeta+\int_0^Lh\eta\,d\zeta$. Its numerical value is 0.02528, which is 0.948 of the diffusive estimate; at $L=200d$ the ratio is 0.984. The value 0.9866 in the numerical output comes from a coarser grid and is slightly too high.

\textbf{Q.} And the other assumptions, in an actual reactor?

\textbf{A.} These dimensions, the temperature and a pressure of 1 Torr lie in the rough regime of alumina atomic layer deposition in deep holes. The surface and collision parameters below are rough too. Each effect is taken alone, with the rest held fixed.

For the values chosen here, and with a single growth cycle counted, surface residence is the largest correction to $D$. A binding energy of 0.3 eV and an attempt rate of $10^{13}\ {\rm s^{-1}}$ give 0.1056 ns per visit. This leaves \eqref{main} intact but multiplies $D$ by $0.2610/(0.2610+0.1056)=0.712$, to about 0.09 cm$^2$/s. The residence time is exponential in the binding energy, so this factor is uncertain: at the same attempt rate it is 0.96 for 0.2 eV and 0.20 for 0.4 eV, and below about 0.25 eV it is smaller than the specular effect given below. Residence delays a molecule without changing where it goes, so the transmission and the steady flux are unaffected. With the same attempt rate, a hopping barrier of 0.1 eV allows about $e^{0.2\ {\rm eV}/T_w}\simeq104$ hops per visit. If they are uncorrelated, 0.3 nm long and equally likely along the axis and the circumference, they add $104\times(0.3\ {\rm nm})^2/2\simeq5$ nm$^2$, below 0.1\% of the step's mean square. If 5\% of collisions were specular, a chosen value, $D$ would rise by 10.5\%, and the mean square between diffuse collisions by 16.3\%.

If all the gas consists of molecules 0.6 nm across, the mean free path is about 32 $\mu$m, some 320 diameters. Flights that would meet another molecule still carry 2.1\% of $\langle z^2\rangle$, well above $d/\lambda\simeq0.3\%$, because the mean square favours long flights. This is the share affected, not the resulting loss. The molecule's finite size narrows the space open to its centre and lowers $\langle z^2\rangle$ by 1.2\%; film growth of 0.1 nm per cycle lowers it by 0.4\% in one cycle.

Reaction changes the picture most. It leaves the law of a completed step alone but ends the walk. With probability 0.01 per hit, a molecule in an endless tube makes 100 flights on average, and its rms displacement is $\sqrt{100\times6666.7\ {\rm nm^2}}=816$ nm, far short of 5000 nm. In the hole itself the mouth ends most walks first. With a survival factor 0.99 per hit in the equation for $\eta$, about 80\% of the entering molecules leave again by the mouth, the mean number of wall hits is about 20, and the share reaching the bottom falls from 2.5\% without reaction to about 0.024\% while the upper wall stays this reactive. Holes that taper or are not circular fall outside the derivation, and I have not sized their effect. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
<z^2>/d^2, hemisphere quadrature: 0.6666667
<s>/d, same quadrature: 1.0000000
<|z|>/d, same quadrature: 0.5000000
isotropic emission, gain 1e-6..1e-3 rad: 3.4539 d^2
traced flights: 32000000
P(|z|>0.5 d): traced 0.341735, law 0.341641
P(|z|>2 d): traced 0.024937, law 0.024922
P(|z|>10 d): traced 0.000247, law 0.000248
<z^2> from |z|<10 d, traced: 0.59289 d^2
<z^2> from |z|<10 d, law: 0.59208 d^2
plain average of z^2, all flights: 0.66620 d^2
quartile spread, 1000 flights: 0.1418 d^2
quartile spread, 64000 flights: 0.0397 d^2
spread exponent in N: -0.306
weighted samples: 1000000
weighted average of z^2: 0.66670 d^2
its standard error: 0.00060 d^2
D/(d vbar), autocorrelation: 0.33333
transmission L=5d: traced 0.1914, solved 0.1909
tube diameter: 100 nm; depth: 5000 nm
temperature: 500 K; pressure: 1 Torr
molecular mass: 72.09 u
mean-square axial step: 6666.7 nm^2
rms axial step: 81.65 nm = 816.5 angstrom
mean speed: 383.2 m/s
mean flight time: 0.2610 ns
D: 0.1277 cm^2/s
steps for rms = depth: 3750
time depth^2/(2D): 0.979 us
<z^2> share of flights longer than depth: 2.25 %
transmission L=50d: 0.02528; 4d/(3L): 0.02667
their ratio: 0.9481; at L=200d: 0.9866
molecule diameter (rough): 0.6 nm
gas mean free path: 32373 nm
<z^2> share of flights hit by gas: 2.09 %
<z^2> loss from molecule size: 1.20 %
film growth per cycle (rough): 0.1 nm
<z^2> loss per growth cycle: 0.40 %
diffuse fraction (chosen): 0.95
factor on <z^2>: 1.1634; on D: 1.1053
binding (rough): 0.3 eV; hop barrier: 0.1 eV
attempt rate: 1e+13 1/s; hop length: 0.3 nm
surface residence time: 0.1056 ns
factor on D from residence: 0.712
axial mean square from hopping: 4.67 nm^2
reaction probability per hit (rough): 0.01
rms displacement before reaction: 816 nm
\end{verbatim}
